# Hartree-Fock basis error and CABS singles in F12 reaction energies

## 1. Two electrons that do not repel each other

Take two electrons of opposite spin, without mutual repulsion. The one-electron Hamiltonian $h$ acts on two orthonormal real functions, $\phi$ and $x$:

$$
\langle\phi|h|\phi\rangle=\varepsilon,\qquad \langle x|h|x\rangle=\varepsilon+\Delta,\qquad \langle x|h|\phi\rangle=f,\qquad \Delta>0 .
$$

A basis containing $\phi$ alone gives the energy $2\varepsilon$. With both functions, each electron occupies the lower eigenvector of the $2\times2$ matrix, and the energy is

$$
E=2\varepsilon+\Delta-\sqrt{\Delta^2+4f^2}.
$$

The basis error, meaning the small-basis value minus the full one, is therefore

$$
\delta=\sqrt{\Delta^2+4f^2}-\Delta\simeq\frac{2f^2}{\Delta}\qquad(|f|\ll\Delta).
$$

Now try to repair this error with a double excitation, adding $|xx\rangle$ to $|\phi\phi\rangle$. The operator $h_1+h_2$ changes one orbital at a time, so $\langle xx|h_1+h_2|\phi\phi\rangle=0$. The two states do not mix, and the energy stays at $2\varepsilon$. The error can be reduced only by admitting the single excitations $|x\phi\rangle$ and $|\phi x\rangle$, which couple to $|\phi\phi\rangle$ through $f$.

An F12 method adds to each electron pair a function that depends explicitly on the distance $r_{12}$. That function is a double excitation. It describes correlation, but it cannot supply a missing piece of an orbital. The rest of these notes separates the two errors for real molecules and weighs them in a reaction energy.

## 2. Splitting the error

Closed shells, real orbitals, fixed nuclei and the non-relativistic Hamiltonian are assumed. Algebra is in atomic units. The orbital basis (OBS) yields occupied orbitals $i,j$ and virtual orbitals $a,b$. The complementary auxiliary basis set (CABS) supplies further functions $x$, orthogonal to the OBS. The index $\alpha$ runs over all $a$ and all $x$.

The energy is the Hartree-Fock energy plus a correlation energy, here at second order (MP2), so

$$
\delta E=\delta E_{\rm HF}+\delta E_{\rm corr}.
$$

For a reaction, each term is replaced by its difference between products and reactants. A large error common to both sides then disappears, and a small one that differs may survive. Dominance of the Hartree-Fock part is thus a property of a given reaction and basis, not a theorem.

## 3. What the geminal contributes

The first-order function of the pair $ij$ is

$$
|u_{ij}\rangle=\sum_{ab}t_{ab}|ab\rangle+|w_{ij}\rangle,\qquad
|w_{ij}\rangle=Q_{12}f_{12}\left(\tfrac38|ij\rangle+\tfrac18|ji\rangle\right),
$$

$$
f_{12}=-\frac{e^{-\gamma r_{12}}}{\gamma}=-\frac1\gamma+r_{12}-\dots
$$

The constant $-1/\gamma$ has no effect, because $Q_{12}|ij\rangle=0$, as shown below. For a spatially symmetric (singlet) combination the amplitudes add to $\tfrac38+\tfrac18=\tfrac12$. For an antisymmetric (triplet) one they give $\tfrac38-\tfrac18=\tfrac14$. These are the coefficients of $r_{12}$ that the Coulomb singularity requires at coalescence. In the relative coordinate $r=r_{12}$ the kinetic energy is $-\nabla_r^2$. For a pair function $r^lY_{lm}(1+cr)$ it turns the term $cr^{l+1}Y_{lm}$ into $-c[(l+1)(l+2)-l(l+1)]r^{l-1}Y_{lm}=-2c(l+1)r^{l-1}Y_{lm}$. This must cancel the term $r^{l-1}Y_{lm}$ produced by $1/r$, so $c=1/[2(l+1)]$: $\tfrac12$ for the singlet ($l=0$) and $\tfrac14$ for the triplet ($l=1$).

With $O$ the projector on occupied orbitals and $V$ that on OBS virtuals,

$$
Q_{12}=(1-O_1)(1-O_2)-V_1V_2 .
$$

Apply it to a single excitation $|\alpha j\rangle$. The factor $1-O_2$ annihilates $j$, and $V_2$ does so too. Hence $Q_{12}|\alpha j\rangle=0$, and the same argument gives $Q_{12}|ij\rangle=0$. The geminal therefore contains no orbital relaxation, and $\delta E_{\rm HF}$ passes unchanged into the F12 total.

### The pair energy

With $|\tilde u_{ij}\rangle=2|u_{ij}\rangle-|u_{ji}\rangle$, the second-order functional is

$$
E_2=\sum_{ij}\left[2\langle\tilde u_{ij}|r_{12}^{-1}|ij\rangle+\langle\tilde u_{ij}|F_1+F_2-\varepsilon_i-\varepsilon_j|u_{ij}\rangle\right],
$$

where $F$ is the Fock operator. The geminal part of $\tilde u_{ij}$ has coefficients $2\cdot\tfrac38-\tfrac18=\tfrac58$ on $|ij\rangle$ and $2\cdot\tfrac18-\tfrac38=-\tfrac18$ on $|ji\rangle$. Define

$$
V_{kl,ij}=\langle kl|f_{12}Q_{12}r_{12}^{-1}|ij\rangle,\qquad
B_{kl,ij}=\langle kl|f_{12}Q_{12}(F_1+F_2-\varepsilon_i-\varepsilon_j)Q_{12}f_{12}|ij\rangle .
$$

The weights of $V$ are $2\cdot\tfrac58=\tfrac54$ and $2\cdot(-\tfrac18)=-\tfrac14$. In the $B$ term the direct products are $\tfrac58\cdot\tfrac38=\tfrac{15}{64}$ and $-\tfrac18\cdot\tfrac18=-\tfrac1{64}$; the exchange products are $\tfrac58\cdot\tfrac18=\tfrac5{64}$ and $-\tfrac18\cdot\tfrac38=-\tfrac3{64}$. Summed over all ordered pairs,

$$
E_{\rm gem}=\sum_{ij}\left[\tfrac54V_{ij,ij}-\tfrac14V_{ji,ij}+\tfrac7{32}B_{ij,ij}+\tfrac1{32}B_{ji,ij}\right].
$$

The conventional amplitudes feel the source $W_{ab}=\langle ab|r_{12}^{-1}|ij\rangle+\langle ab|F_1+F_2|w_{ij}\rangle$. The part of $E_2$ containing them is $2\tilde t\cdot W+\tilde t\cdot Dt$, with $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$ and $\tilde t_{ab}=2t_{ab}-t_{ba}$. It is stationary at $t=-W/D$, where it equals $\tilde t\cdot W$. This is added to $E_{\rm gem}$.

### Where the resolution of the identity enters

Write $Q_{12}=1-P_{12}$. The projector $P_{12}$ selects products with at least one occupied orbital, or with two OBS virtuals. Then

$$
V_{kl,ij}=\langle kl|f_{12}r_{12}^{-1}|ij\rangle-\sum_{pq\in P}\langle kl|f_{12}|pq\rangle\langle pq|r_{12}^{-1}|ij\rangle .
$$

The first term is a two-electron integral. In the second, one partner of an occupied orbital runs over a complete set, which is replaced by OBS plus CABS. That replacement is the resolution of the identity.

For $B$, the kinetic energy $T=T_1+T_2$ is handled by a commutator. Expanding $[f,[T,f]]=2fTf-f^2T-Tf^2$ gives

$$
fTf=\tfrac12(f^2T+Tf^2)+\tfrac12[f,[T,f]].
$$

Since $[T_1,f]=-\tfrac12(\nabla_1^2f)-(\nabla_1f)\cdot\nabla_1$, the outer commutator gives $[f,[T_1,f]]=|\nabla_1f|^2$. Electron 2 contributes the same amount, so the last term is $|f'(r_{12})|^2=e^{-2\gamma r_{12}}$.

Let $N=h+J$ be the Fock operator without exchange. The local potentials in $N$ commute with $f$, so the identity holds with $T$ replaced by $N_1+N_2$. The matrix is then assembled as

$$
\langle fQFQf\rangle\simeq\langle fNf\rangle-\langle fNf\rangle_{\rm RI}+\langle fQFQf\rangle_{\rm RI},
$$

where RI means that all intermediate functions lie in OBS plus CABS. The first term uses the identity above, with $N|i\rangle$ itself expanded in that space. Writing $Q=1-P$ in the last term shows that only $\langle fNf\rangle$ is taken beyond the finite space; exchange and all terms containing $P_{12}$ are evaluated within it. The overlap part of $B$, multiplying $-\varepsilon_i-\varepsilon_j$, is treated like $V$.

## 4. What the orbitals still lack

A converged self-consistent field satisfies $F_{ai}=0$: no rotation within the OBS lowers the energy to first order. Nothing forces $F_{xi}=0$ for functions outside it. These elements play the role of $f$ in Section 1.

To find the energy they release, let $\phi_i\to\phi_i+\sum_\alpha t_{\alpha i}\phi_\alpha$ and define $T=\sum_{\alpha i}t_{\alpha i}|\alpha\rangle\langle i|$ (from here on, no longer the kinetic energy). The projector on the changed, non-orthonormal orbitals is

$$
(O+T)(1+T^\dagger T)^{-1}(O+T^\dagger)=O+T+T^\dagger+TT^\dagger-T^\dagger T+\dots
$$

The middle factor is the inverse overlap in the occupied space. The density matrix is twice this projector. The Hartree-Fock energy is quadratic in the density matrix, so

$$
E=E_{\rm HF}+{\rm Tr}\,F\,\delta D+\tfrac12{\rm Tr}\,\delta D\,G[\delta D],
$$

where $G[\delta D]$ is the change of the Coulomb and exchange field. Inserting $\delta D$ in the second term,

$$
{\rm Tr}\,F\,\delta D=4\sum_{\alpha i}F_{\alpha i}t_{\alpha i}+2\sum_{\alpha\beta i}t_{\alpha i}(F_{\alpha\beta}-\varepsilon_i\delta_{\alpha\beta})t_{\beta i}.
$$

The 4 consists of 2 for spin and 2 for $T$ and $T^\dagger$. The approximation is to drop the field response $G[\delta D]$, although it too is of second order in $t$. Setting the derivative with respect to $t_{\alpha i}$ to zero gives

$$
\sum_\beta(F_{\alpha\beta}-\varepsilon_i\delta_{\alpha\beta})t_{\beta i}=-F_{\alpha i}.
$$

At this point the quadratic term is minus half the linear one, leaving $2\sum F_{\alpha i}t_{\alpha i}$. If $F$ is diagonalized in the space of all $\alpha$, the CABS singles energy is

$$
E_S=-2\sum_{i\alpha}\frac{|F_{\alpha i}|^2}{\varepsilon_\alpha-\varepsilon_i}.
$$

For one orbital and one missing function this is $-2f^2/\Delta$, the leading term of Section 1 with reversed sign, as a correction must be.

The OBS virtuals belong in the sum. Although $F_{ai}=0$, the elements $F_{ax}$ couple them to the CABS, so in general $t_{ai}\neq0$.

The singles simply add to $E_2$ at this order. With the $F_{\alpha i}$ counted as perturbation, the zeroth-order operator has only occupied-occupied and virtual-virtual blocks. It conserves the number of excited electrons, so singles and doubles do not mix.

The formula needs positive gaps $\varepsilon_\alpha-\varepsilon_i$, large compared with the couplings after diagonalization. It cannot supply functions absent from the CABS. It is not variational and may overshoot: in the two-level model $2f^2/\Delta$ exceeds $\delta$, because $\sqrt{1+y}\le1+y/2$.

## 5. The molecule by itself

The example is hydrogen fluoride at a bond length of 0.92 Å in the aug-cc-pVDZ basis, with $\gamma=1.00$ inverse bohr. The OBS has 32 functions and the CABS adds 105. The CABS is built from uncontracted primitives: on fluorine the s and p exponents of aug-cc-pV5Z, the d of aug-cc-pVQZ and the f of aug-cc-pVTZ; on hydrogen the s and p of aug-cc-pVQZ and the d of aug-cc-pVTZ. The fluorine 1s orbital is frozen in the correlation treatment but included in the singles.

The Hartree-Fock reference is aug-cc-pV5Z. The MP2 reference assumes $E_X=E_\infty+A/X^3$ for cardinal numbers $X=4$ and 5. Eliminating $A$ gives $E_\infty=(125E_5-64E_4)/61$. Both are estimates of the basis limit, and all errors below are relative to them. The aug-cc-pV5Z Hartree-Fock energies still lie some 0.004 to 0.009 eV above the limit for each species. This would raise the residue of 0.036 eV found below to 0.040–0.045 eV and lower the factor 28 to about 22–25. In the reaction of Section 6 the shift cancels to about 0.001 eV.

The Hartree-Fock error is

$$
-2722.046-(-2723.055)=1.009\ \text{eV}.
$$

The conventional MP2 correlation error is 2.626 eV, and the geminal reduces it to 0.294 eV. For this molecule and basis, before F12, correlation is the larger error in the total energy; after F12, Hartree-Fock is.

The singles energy is $-0.973$ eV, which leaves

$$
1.009-0.973=0.036\ \text{eV},
$$

a reduction by a factor of 28. To see what remains, the Hartree-Fock equations were also solved fully in OBS plus CABS. That lowers the energy by 1.004 eV. Of the remaining 0.036 eV, therefore, $1.004-0.973=0.031$ eV comes from stopping at second order without field response, and $1.009-1.004=0.005$ eV from the difference between this space and the reference basis. This last part is small largely by construction, because the CABS contains the fluorine s and p primitives of the reference basis. The large reduction of the total error is a property of this CABS: with the standard aug-cc-pVDZ-OptRI set the singles energy is only $-0.277$ eV for HF and $-0.132$ eV for F⁻, and the factor for the molecule falls from 28 to 1.4. The difference between the two species, which enters the reaction of Section 6, is far less sensitive: $-0.145$ eV instead of $-0.149$ eV. The second-order value falls short here, whereas it overshoots in the two-level model. The calculation does not separate the neglected field response from the higher orders in $t$.

The largest single element $|F_{xi}|$ is 138 eV. It refers to CABS functions that do not diagonalize $F$, so it cannot be put into the formula for $E_S$ by itself.

## 6. The reaction

Consider

$$
\mathrm{F^-+H^+\rightarrow HF},\qquad \Delta E=E(\mathrm{HF})-E(\mathrm{F^-}).
$$

The bare proton has no electrons and contributes no energy. Vibrational energy is not included. The errors in eV are:

| Contribution | HF | F⁻ | Reaction |
|---|---:|---:|---:|
| Hartree-Fock | 1.009 | 0.843 | 0.166 |
| Hartree-Fock + singles | 0.036 | 0.018 | 0.018 |
| MP2 correlation | 2.626 | 2.665 | −0.039 |
| MP2-F12 correlation | 0.294 | 0.325 | −0.031 |

Against this reference, the Hartree-Fock error of the reaction is about five times the F12 correlation error in magnitude. The factor is not precise: the two correlation errors of the reaction are comparable to the uncertainty of the extrapolated reference, which shifts by about 0.02 eV if $X=3$ and 4 are used instead. The dominance of the Hartree-Fock error survives such a shift, and the difference between the two correlation errors does not depend on the reference. The table also shows something that the total energies alone would not suggest. For each species the geminal reduces the correlation error by a factor of 8 to 9, yet in the reaction it changes it merely from $-0.039$ to $-0.031$ eV. The conventional correlation errors already cancel almost completely. In this reaction the Hartree-Fock error dominates with or without the geminal.

The reason for dominance thus has two parts. In total energies, F12 reduces the correlation error below the Hartree-Fock error. In this reaction energy, the decisive fact is unequal cancellation: 0.166 eV of Hartree-Fock error survives, against a few hundredths of an eV of correlation error. A plausible reading is that both species have four valence electron pairs around fluorine, with similar short-range correlation; the calculation does not test that reading.

### Why the Hartree-Fock errors do not cancel

The density of F⁻ is spherical, so $F$ commutes with rotations and couples s functions only to s, and p only to p. The occupied orbitals are s and p, hence CABS functions of d and f type cannot contribute. Deleting them indeed leaves the singles energy at $-0.824$ eV. The error of the ion is purely radial: its s and p orbitals do not have quite the right shape.

In the molecule the proton breaks the spherical symmetry. The singles energy is $-0.935$ eV with s and p CABS functions and $-0.973$ eV with all of them. The excess over the ion splits as

$$
0.973-0.824=(0.935-0.824)+(0.973-0.935),
$$

that is, $0.149=0.111+0.038$ eV. Added last, the d and f functions bring about a quarter; added alone, they bring 0.089 eV, about 60 % of the excess. This share depends on the order of addition: functions on the two centres overlap and are coupled by $F$, so the contributions of the two sets are not additive, and the split does not show which set matters more. The s and p set includes the functions centred on hydrogen. The calculation does not separate a change of radial shape at fluorine from polarization by the hydrogen functions.

### The effect of the singles

The correction to the reaction energy is $-0.973+0.824=-0.149$ eV. It reduces the Hartree-Fock error from 0.166 to 0.018 eV, a factor of about 9. With this CABS it is less than the 28 found for the molecule, because the uncorrected errors cancel far more completely between the two species (0.166 of 1.009 eV survives) than the remaining ones do (0.018 of 0.036 eV survives).

In total, the reaction energy is $-16.043$ eV without singles and $-16.192$ eV with them, against a reference of $-16.178$ eV. The error changes from $0.135$ to $-0.014$ eV, a value within the uncertainty of the reference, so that its size and sign are not fixed. The final figure is smaller in magnitude than the F12 correlation error, since $0.018-0.031\simeq-0.013$ eV: two errors of opposite sign offset each other. The 0.018 eV, not the total, measures the quality of the singles correction.

## 7. How far the conclusion reaches

The Hartree-Fock error of the reaction falls quickly with the basis: 0.166 eV in aug-cc-pVDZ, 0.028 eV in aug-cc-pVTZ and 0.006 eV in aug-cc-pVQZ. The singles correction in the double-zeta basis thus gives a Hartree-Fock contribution somewhat better than that of the triple-zeta basis. In larger bases there is less for it to remove. F12 correlation errors were computed in the double-zeta basis alone, so these numbers do not decide which error is larger beyond it.

Density fitting changes the double-zeta Hartree-Fock and conventional MP2 energies by at most 0.0014 eV. In the larger bases it matters more, because the auxiliary basis is one made for Coulomb and exchange fitting. With MP2 (RI) auxiliary bases the extrapolated correlation references drop by 0.011 eV for HF and 0.015 eV for F⁻, and the correlation errors of the reaction move by $-0.004$ eV, the F12 value from $-0.031$ to $-0.035$ eV. In the program the geminal kernels are expanded in functions $\mathrm{erf}(\omega r)/r$, and this expansion is checked by quadrature for one Gaussian. The density-fitted geminal integrals of F⁻ over OBS orbitals are compared with four-centre integrals of the same expanded kernels; those involving CABS functions are not compared.

Another reaction may behave differently. If the orbitals change little between reactants and products, the Hartree-Fock errors can cancel and correlation may dominate. If the number of close electron pairs changes, the correlation errors need not cancel as they do here, and the geminal then has more to remove. A small gap between occupied and virtual levels makes the second-order singles unreliable; solving the Hartree-Fock equations in the enlarged space, as in Section 5, avoids that expansion. The contributions have to be evaluated separately before one of them is called dominant.

## Values computed for the example and the checks

```
HF bond length: 0.92 angstrom
Geminal exponent gamma: 1.00 inverse bohr
HF: OBS functions 32, CABS functions 105
HF: HF energy, aug-cc-pVDZ -2722.0458 eV
HF: HF energy, aug-cc-pV5Z -2723.0548 eV
HF: MP2 correlation, aug-cc-pVDZ -6.0525 eV
HF: MP2-F12 correlation, aug-cc-pVDZ -8.3843 eV
HF: MP2 correlation reference -8.6785 eV
HF: largest |F_ai| inside OBS 2.6e-07 eV
HF: largest |F_xi| to CABS 138.429 eV
HF: CABS singles, all functions -0.9730 eV
HF: CABS singles, s and p CABS only -0.9353 eV
HF: full SCF relaxation in OBS+CABS -1.0040 eV
HF: fitting error HF, MP2 -0.00008, 0.00054 eV
F-: OBS functions 23, CABS functions 76
F-: HF energy, aug-cc-pVDZ -2705.5817 eV
F-: HF energy, aug-cc-pV5Z -2706.4243 eV
F-: MP2 correlation, aug-cc-pVDZ -6.4658 eV
F-: MP2-F12 correlation, aug-cc-pVDZ -8.8054 eV
F-: MP2 correlation reference -9.1308 eV
F-: largest |F_ai| inside OBS 5.6e-08 eV
F-: largest |F_xi| to CABS 188.563 eV
F-: CABS singles, all functions -0.8244 eV
F-: CABS singles, s and p CABS only -0.8244 eV
F-: full SCF relaxation in OBS+CABS -0.8427 eV
F-: fitting error HF, MP2 -0.00030, 0.00139 eV
HF: HF error 1.0090 eV
HF: HF+singles error 0.0360 eV
HF: MP2 correlation error 2.6259 eV
HF: F12 correlation error 0.2941 eV
HF: HF error reduction factor 28.05
F-: HF error 0.8426 eV
F-: HF+singles error 0.0183 eV
F-: MP2 correlation error 2.6649 eV
F-: F12 correlation error 0.3254 eV
F-: HF error reduction factor 46.15
reaction: HF error 0.1664 eV
reaction: HF+singles error 0.0177 eV
reaction: MP2 correlation error -0.0390 eV
reaction: F12 correlation error -0.0312 eV
reaction: HF error reduction factor 9.39
reaction: HF error in aug-cc-pvtz 0.0282 eV
reaction: HF error in aug-cc-pvqz 0.0058 eV
reaction energy, reference -16.1781 eV
reaction energy, F12 without singles -16.0430 eV
reaction energy, F12 with singles -16.1917 eV
F-: largest geminal fitting error 6.6e-05 atomic units
```
